# Growth activity of a line of like-sign dislocations: test program

```python
"""
Result under test: n like-sign dislocations on a line of length L have the
approximate growth activity A = n / (1 + L/(2 pi rc)) while spirals interact.
More generally A = n / (1 + 2 L/lam), lam = far step spacing of one spiral.
rc : critical radius;  v : speed of a straight step;  V = v (1 - rc/radius).
A  : growth rate divided by that of one isolated spiral.
Model calculations use rc = v = 1, so the time unit is rc/v.
The simulation evolves a phase whose value rises by 2 pi around each
dislocation. Every level line of the phase is a step obeying the law for V.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.special import i0, k0
from scipy import constants as const

TWO_PI = 2 * np.pi


def spiral_frequency():
    """Angular frequency of the regular, outgoing rotating spiral."""
    def fell(r, y, omega):
        return y[0]

    def rose(r, y, omega):
        return y[0] - 60.0

    fell.terminal = True
    fell.direction = -1
    rose.terminal = True
    rose.direction = 1

    def slope(r, y, omega):
        p = y[0]
        q = 1 + p * p
        return [q * (np.sqrt(q) - omega * r - p / r)]

    low, high = 0.2, 0.6
    for _ in range(26):
        mid = 0.5 * (low + high)
        sol = solve_ivp(slope, (1e-3, 60.0), [5e-4], method="LSODA",
                        args=(mid,), events=[fell, rose],
                        rtol=1e-9, atol=1e-11)
        if len(sol.t_events[1]) > 0:
            low = mid
        else:
            assert len(sol.t_events[0]) > 0
            high = mid
    return 0.5 * (low + high)


def step_interval(n, length, h=0.25):
    """Mean time between steps passing a point near the first dislocation."""
    m = int(round(6.0 / h))
    cells = int(round(length / h))
    x = -length / 2 + h * (np.arange(2 * m + cells) - m + 0.5)
    y = h * (np.arange(2 * m) - m + 0.5)
    X, Y = np.meshgrid(x, y, indexing="ij")
    ex = np.zeros((len(x) - 1, len(y)))
    ey = np.zeros((len(x), len(y) - 1))
    centres = np.linspace(-length / 2, length / 2, n) if n > 1 else [0.0]
    for c in centres:
        angle = np.arctan2(Y, X - c)
        ex += (np.diff(angle, axis=0) + np.pi) % TWO_PI - np.pi
        ey += (np.diff(angle, axis=1) + np.pi) % TWO_PI - np.pi
    w = np.zeros_like(X)
    dx = np.zeros((len(x) + 1, len(y)))
    dy = np.zeros((len(x), len(y) + 1))
    dt = 0.3 * h * h
    settle = int((20.0 + length) / dt)
    start = None
    for k in range(int(130.0 / dt)):
        if k == settle:
            start = w[m + 1, m + 1]
        before = w[m + 1, m + 1]
        dx[1:-1] = (w[1:] - w[:-1] + ex) / h
        dy[:, 1:-1] = (w[:, 1:] - w[:, :-1] + ey) / h
        xr, xl, yr, yl = dx[1:], dx[:-1], dy[:, 1:], dy[:, :-1]
        px, py = 0.5 * (xr + xl), 0.5 * (yr + yl)
        # Mean of both difference orders: symmetric next to a dislocation.
        pxy = np.zeros_like(w)
        pxy[:, 1:-1] += (px[:, 2:] - px[:, :-2]) / (4 * h)
        pxy[1:-1] += (py[2:] - py[:-2]) / (4 * h)
        px2, py2 = px * px, py * py
        bend = ((xr - xl) * py2 + (yr - yl) * px2) / h - 2 * px * py * pxy
        bend /= px2 + py2 + 1e-6
        # Upwind gradient: steps advance from high phase to low phase.
        gx = np.maximum(np.maximum(xr, -xl), 0)
        gy = np.maximum(np.maximum(yr, -yl), 0)
        w += dt * (np.sqrt(gx * gx + gy * gy) + bend)
        if start is not None and w[m + 1, m + 1] - start >= TWO_PI:
            now = w[m + 1, m + 1]
            part = (start + TWO_PI - before) / (now - before)
            return (k - settle + part) * dt
    raise AssertionError("no complete step interval was found")


def activity_formula(n, length, spacing=4 * np.pi):
    return n / (1 + 2 * length / spacing)


# Central curvature of r = 2 theta from the circle through three points.
t = np.array([0.0, 0.01, 0.02])
px_, py_ = 2 * t * np.cos(t), 2 * t * np.sin(t)
sides = [np.hypot(px_[i] - px_[j], py_[i] - py_[j])
         for i, j in ((0, 1), (1, 2), (0, 2))]
twice_area = abs((px_[1] - px_[0]) * (py_[2] - py_[0])
                 - (px_[2] - px_[0]) * (py_[1] - py_[0]))
central_curvature = 2 * twice_area / np.prod(sides)
assert abs(central_curvature - 1) < 1e-3

omega = spiral_frequency()
lam = TWO_PI / omega
single = step_interval(1, 0.0)
# First-order upwinding and the grid-sized core limit absolute accuracy.
assert abs(single / lam - 1) < 0.12

print("MODEL, lengths in rc, times in rc/v")
print(f"central curvature of r=2*theta: {central_curvature:.4f} 1/rc")
print(f"Archimedean spacing: {4*np.pi:.3f} rc")
print(f"accurate spiral frequency: {omega:.4f} v/rc")
print(f"accurate spiral spacing: {lam:.3f} rc")
print(f"simulated single-spiral period: {single:.3f} rc/v")

# Rough typical PbTe(111) growth parameters.
temperature = 670.0       # K
sigma = 0.20              # relative supersaturation
step_energy = 0.20        # eV/nm
lattice = 0.646           # nm
diffusion_length = 10.0   # nm
evaporation = 0.50        # nm/s, equilibrium evaporation rate
n_ex, gap = 5, 10.0       # number, nm
length_ex = (n_ex - 1) * gap
kT = const.k * temperature / const.e
site_area = np.sqrt(3) * lattice**2 / 4
height = lattice / np.sqrt(3)
drive = kT * np.log(1 + sigma)
rc = step_energy * site_area / drive
speed = 2 * diffusion_length * sigma * evaporation / height

cases = [(2, 4.0, 0.25), (5, 8.0, 0.25), (9, 16.0, 0.25),
         (n_ex, length_ex / rc, gap / rc / 12)]
circuit = {}
print("n, L/rc: simulated A; Archimedean A; accurate-spacing A")
for n, length, h in cases:
    interval = step_interval(n, length, h)
    measured = single / interval
    simple = activity_formula(n, length)
    refined = activity_formula(n, length, lam)
    circuit[n, length] = n * interval
    print(f"{n}, {length:.2f}: {measured:.3f}; {simple:.3f}; {refined:.3f}")
    # The half-turn estimate is approximate, so only rough agreement is due.
    assert simple < measured < n
    assert simple / measured > 0.60
    assert abs(refined / measured - 1) < 0.25
    if (n, length) == (2, 4.0):
        pair_activity = measured
activity_ex, simple_ex, refined_ex = measured, simple, refined

added = (circuit[9, 16.0] - circuit[5, 8.0]) / 8.0
assert abs(added / 2 - 1) < 0.20
print(f"added circuit time per added length: {added:.3f} 1/v")

far = single / step_interval(2, 14.0)
assert abs(far - 1) < 0.06
print(f"pair 14 rc apart, simulated A: {far:.3f}")
print(f"same pair, Archimedean formula: {activity_formula(2, 14.0):.3f}")

coarse = step_interval(1, 0.0, 0.4) / step_interval(2, 4.0, 0.4)
assert abs(coarse / pair_activity - 1) < 0.08
print(f"pair 4 rc apart, A on coarser grid: {coarse:.3f}")

print("EXAMPLE, PbTe(111), rough typical parameters")
print(f"temperature: {temperature:.0f} K; supersaturation: {sigma:.2f}")
print(f"step energy: {step_energy:.2f} eV/nm")
print(f"lattice parameter: {lattice:.3f} nm; step height: {height:.3f} nm")
print(f"area per formula unit: {site_area:.4f} nm2")
print(f"kT: {kT:.5f} eV; driving force: {drive:.5f} eV")
print(f"diffusion length: {diffusion_length:.1f} nm")
print(f"equilibrium evaporation rate: {evaporation:.2f} nm/s")
print(f"straight-step speed: {speed:.3f} nm/s")
print(f"critical radius: {rc:.3f} nm")
print(f"dislocations: {n_ex}; gap: {gap:.1f} nm; L: {length_ex:.1f} nm")
print(f"interaction limit 2 pi rc: {TWO_PI*rc:.2f} nm")
print(f"L/(2 pi rc): {length_ex/(TWO_PI*rc):.3f}")
print(f"A Archimedean: {simple_ex:.3f}; A accurate spacing: {refined_ex:.3f}")
print(f"A simulated: {activity_ex:.3f}")
assert gap < TWO_PI * rc
spacing_one = lam * rc
spacing_line = spacing_one / activity_ex
rate_one = height * speed / spacing_one
rate_line = rate_one * activity_ex
tilt = np.degrees(np.arctan(height / spacing_line))
print(f"step spacing, one spiral: {spacing_one:.2f} nm")
print(f"step spacing, line (simulated A): {spacing_line:.2f} nm")
print(f"growth rate, one spiral: {rate_one:.4f} nm/s")
print(f"growth rate, line (simulated A): {rate_line:.4f} nm/s")
print(f"hillock slope, line (simulated A): {tilt:.3f} deg")

print("NEGLECTED EFFECTS, sized for the example")
overlap_one = np.tanh(spacing_one / (2 * diffusion_length))
overlap_line = np.tanh(spacing_line / (2 * diffusion_length))
print(f"diffusion-overlap speed factor, one spiral: {overlap_one:.3f}")
print(f"diffusion-overlap speed factor, line: {overlap_line:.3f}")
z = 2 * rc / diffusion_length
print(f"curved-step kinetic factor at 2 rc: {1/(2*z*i0(z)*k0(z)):.3f}")
remaining = (1 + sigma - np.exp(drive / (2 * kT))) / sigma
print(f"full Gibbs-Thomson V/v at 2 rc: {remaining:.3f} (linear: {1-1/2})")
shear, surface = 13.0, 0.20   # GPa and J/m2, rough values
burgers = lattice / np.sqrt(2)
frank = shear * burgers**2 / (8 * np.pi**2 * surface)
print(f"shear modulus: {shear:.1f} GPa; surface energy: {surface:.2f} J/m2")
print(f"Burgers vector: {burgers:.3f} nm; Frank radius: {frank:.3f} nm")
print(f"Frank radius / critical radius: {frank/rc:.3f}")
slow = activity_formula(n_ex, length_ex / 0.8, spacing_one)
print(f"A accurate spacing, line travel 20% slower: {slow:.3f}")
sublimation, warming = 2.3, 1.0   # eV and K, rough energy
hot = temperature + warming
boltz = const.k / const.e
ratio = np.exp(sublimation / boltz * (1 / temperature - 1 / hot))
sigma_hot = (1 + sigma) / ratio - 1
assert sigma_hot > 0
rc_hot = step_energy * site_area / (boltz * hot * np.log(1 + sigma_hot))
A_hot = activity_formula(n_ex, length_ex, lam * rc_hot)
print(f"sublimation energy: {sublimation:.1f} eV; warming: {warming:.1f} K")
print(f"after warming: supersaturation {sigma_hot:.3f}, rc {rc_hot:.3f} nm")
print(f"after warming: A accurate spacing {A_hot:.3f}")
print("done: every assertion held")
```

Printed output:

```
MODEL, lengths in rc, times in rc/v
central curvature of r=2*theta: 0.9999 1/rc
Archimedean spacing: 12.566 rc
accurate spiral frequency: 0.3310 v/rc
accurate spiral spacing: 18.985 rc
simulated single-spiral period: 18.575 rc/v
n, L/rc: simulated A; Archimedean A; accurate-spacing A
2, 4.00: 1.322; 1.222; 1.407
5, 8.00: 2.649; 2.200; 2.713
9, 16.00: 3.365; 2.538; 3.351
5, 11.65: 2.142; 1.752; 2.245
added circuit time per added length: 1.827 1/v
pair 14 rc apart, simulated A: 1.001
same pair, Archimedean formula: 0.620
pair 4 rc apart, A on coarser grid: 1.325
EXAMPLE, PbTe(111), rough typical parameters
temperature: 670 K; supersaturation: 0.20
step energy: 0.20 eV/nm
lattice parameter: 0.646 nm; step height: 0.373 nm
area per formula unit: 0.1807 nm2
kT: 0.05774 eV; driving force: 0.01053 eV
diffusion length: 10.0 nm
equilibrium evaporation rate: 0.50 nm/s
straight-step speed: 5.362 nm/s
critical radius: 3.433 nm
dislocations: 5; gap: 10.0 nm; L: 40.0 nm
interaction limit 2 pi rc: 21.57 nm
L/(2 pi rc): 1.854
A Archimedean: 1.752; A accurate spacing: 2.245
A simulated: 2.142
step spacing, one spiral: 65.18 nm
step spacing, line (simulated A): 30.43 nm
growth rate, one spiral: 0.0307 nm/s
growth rate, line (simulated A): 0.0657 nm/s
hillock slope, line (simulated A): 0.702 deg
NEGLECTED EFFECTS, sized for the example
diffusion-overlap speed factor, one spiral: 0.997
diffusion-overlap speed factor, line: 0.909
curved-step kinetic factor at 2 rc: 0.962
full Gibbs-Thomson V/v at 2 rc: 0.523 (linear: 0.5)
shear modulus: 13.0 GPa; surface energy: 0.20 J/m2
Burgers vector: 0.457 nm; Frank radius: 0.172 nm
Frank radius / critical radius: 0.050
A accurate spacing, line travel 20% slower: 1.973
sublimation energy: 2.3 eV; warming: 1.0 K
after warming: supersaturation 0.131, rc 5.083 nm
after warming: A accurate spacing 2.734
done: every assertion held
```
